\section*{Two Derivations of the Koelling-Harmon Scalar-Relativistic Radial Equations}

\section{An s state}

Consider one electron in a static, spherical potential energy $V(r)$. In Hartree atomic units, with the energy $E$ measured from the rest energy, the Dirac equation for the upper and lower two-component parts $\Phi$ and $X$ is
\begin{align}
c\,\boldsymbol\sigma\cdot\mathbf p\,X &= (E-V)\Phi, \label{up}\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\Phi &= (E-V+2c^2)X = 2Mc^2X, \label{low}
\end{align}
where
\begin{equation}
M(r)=1+\frac{E-V(r)}{2c^2},\qquad M'=-\frac{V'}{2c^2}. \label{M}
\end{equation}
A prime means $d/dr$. We shall divide by $M$, so $M>0$ is assumed. This holds for a bound electron with $E>-2c^2$ when $V\le 0$; it fails where $V$ exceeds $E+2c^2$.

Let the upper part be an s function with spin up, $\Phi=g(r)\!\uparrow$. Write $\hat{\mathbf r}=\mathbf r/r$ and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. Since $\mathbf p=-i\nabla$ and $\nabla g=g'\hat{\mathbf r}$,
\[
\boldsymbol\sigma\cdot\mathbf p\,g\!\uparrow\;=-ig'\sigma_r\!\uparrow .
\]
Equation (\ref{low}) then requires $X=-if(r)\sigma_r\!\uparrow$ with $cg'=2Mc^2f$. For equation (\ref{up}) we need the Pauli product rule
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b). \label{pauli}
\end{equation}
The radial field $f\hat{\mathbf r}$ has no curl and has divergence $f'+2f/r$, so $\boldsymbol\sigma\cdot\mathbf p\,(f\sigma_r\!\uparrow)=-i(f'+2f/r)\!\uparrow$. The factor $-i$ in $X$ gives $(-i)^2=-1$, and (\ref{up}) becomes $-c(f'+2f/r)=(E-V)g$. The two radial equations are therefore
\begin{equation}
g'=2Mcf,\qquad f'=-\frac{2}{r}f+\frac{V-E}{c}\,g. \label{s}
\end{equation}

Here the small component $f$ equals $g'/(2Mc)$, and nothing has been neglected. For higher angular momentum we ask for a similar pair that depends on the orbital quantum number $l$ but not on $j$. The answer is the Koelling-Harmon pair
\begin{align}
g'&=2Mc\,\phi,\label{kh1}\\
\phi'&=-\frac{2}{r}\phi+\left[\frac{l(l+1)}{2Mcr^2}+\frac{V-E}{c}\right]g. \label{kh2}
\end{align}
For $l=0$ it is (\ref{s}) with $\phi=f$. For $l>0$ it is an approximation, and the two derivations below identify what it omits. In SI units the definitions read $M=m+(E-V)/(2c^2)$ and $\phi=\hbar g'/(2Mc)$, where $m$ is the electron mass.

\section{First derivation: the radial Dirac equations}

\subsection{Separation}

Set $\mathbf L=\mathbf r\times\mathbf p$. The product rule (\ref{pauli}) gives
\[
\sigma_r\,\boldsymbol\sigma\cdot\mathbf p
=\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)
=-i\partial_r+\frac{i}{r}\boldsymbol\sigma\cdot\mathbf L .
\]
Multiplying from the left by $\sigma_r$ and using $\sigma_r^2=1$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right). \label{sp}
\end{equation}
The spin-angular functions $\chi_\kappa$ have definite $j$ and $l$. On them $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$, which is $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. Define $\kappa$ by
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa . \label{kap}
\end{equation}
Then $\kappa=-l-1$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. In both cases $\kappa(\kappa+1)=l(l+1)$ and $2j+1=2|\kappa|$.

The operator $\sigma_r$ commutes with the total angular momentum and changes parity. It therefore keeps $j$ and switches $l$ to the other value allowed by that $j$, which reverses the sign of $\kappa$. We fix the phase by $\sigma_r\chi_\kappa=-\chi_{-\kappa}$. With (\ref{sp}) and (\ref{kap}),
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,(g\chi_\kappa)=i\left(g'+\frac{\kappa+1}{r}g\right)\chi_{-\kappa}. \label{act}
\end{equation}
Take $\Phi=g\chi_\kappa$ and $X=if\chi_{-\kappa}$. Equation (\ref{low}) becomes $ic[g'+(\kappa+1)g/r]=2Mc^2\,if$. For (\ref{up}), replace $\kappa$ by $-\kappa$ and $g$ by $if$ in (\ref{act}); the factor $i\cdot i=-1$ gives $-c[f'+(1-\kappa)f/r]=(E-V)g$. Thus
\begin{align}
g'&=-\frac{\kappa+1}{r}g+2Mcf,\label{d1}\\
f'&=\frac{\kappa-1}{r}f+\frac{V-E}{c}g. \label{d2}
\end{align}

\subsection{Why the first $\kappa+1$ term cannot be deleted}

Deleting $(\kappa+1)g/r$ from (\ref{d1}) would give $g'=2Mcf$ at once, but (\ref{d2}) would still contain $\kappa-1$. To see the damage, let $c\to\infty$, so that $M\to1$ and $2cf=g'$. Multiplying (\ref{d2}) by $2c$ gives
\[
g''=\frac{\kappa-1}{r}g'+2(V-E)g .
\]
Take $V=-Z/r$ and $\kappa=-2$, a p state, and try $g=e^{-\lambda r}$. Then $\lambda^2=3\lambda/r-2Z/r-2E$. The $1/r$ terms require $\lambda=2Z/3$, and the constants give $E=-\lambda^2/2=-2Z^2/9$. The lowest nonrelativistic p level is $-Z^2/8$. For $Z=80$ the two values are $-1422$ and $-800$ hartree. The reason appears on putting $g=r^{(\kappa-1)/2}w$, which turns the equation into $w''=[(\kappa^2-1)/(4r^2)+2(V-E)]w$. The barrier coefficient is $(\kappa^2-1)/4$ in place of $l(l+1)$: $\tfrac34$ instead of 2 for $\kappa=-2$, and zero instead of 2 for $\kappa=1$. The deleted term thus carries centrifugal barrier as well as the spin-orbit coupling, and these must be separated first.

\subsection{Exact change of variable}

Define $\phi=g'/(2Mc)$ for every $\kappa$. Solving (\ref{d1}) for $f$ gives
\begin{equation}
f=\phi+\frac{\kappa+1}{2Mcr}\,g. \label{f}
\end{equation}
This is a substitution, not an approximation. Its derivative is
\[
f'=\phi'+(\kappa+1)\left[\frac{g'}{2Mcr}-\frac{g}{2Mcr^2}-\frac{M'g}{2M^2cr}\right],
\]
and the first term in the bracket is $\phi/r$. The right side of (\ref{d2}) is
\[
\frac{\kappa-1}{r}\phi+\frac{(\kappa-1)(\kappa+1)}{2Mcr^2}g+\frac{V-E}{c}g .
\]
Equate the two and solve for $\phi'$. The coefficient of $\phi/r$ is $(\kappa-1)-(\kappa+1)=-2$. The coefficient of $g/(2Mcr^2)$ is $(\kappa+1)(\kappa-1)+(\kappa+1)=\kappa(\kappa+1)=l(l+1)$. Hence
\begin{equation}
\phi'=-\frac2r\phi+\left[\frac{l(l+1)}{2Mcr^2}+\frac{V-E}{c}+\frac{(\kappa+1)M'}{2M^2cr}\right]g. \label{exact}
\end{equation}

The pair (\ref{kh1}), (\ref{exact}) is equivalent to the radial Dirac equations. The quantum number $j$ now enters through the last term alone. Multiplied by $c$, so that it stands beside $V-E$, that term is
\begin{equation}
W_\kappa=\frac{(\kappa+1)M'}{2M^2r}=-\frac{(\kappa+1)V'}{4M^2c^2r}. \label{W}
\end{equation}
By (\ref{kap}) it is the value of $V'\,\boldsymbol\sigma\cdot\mathbf L/(4M^2c^2r)$, the spin-orbit coupling. Dropping it gives (\ref{kh2}). For s states $\kappa+1=0$, so there is nothing to drop.

\section{Second derivation: the scalar wave equation}

This route removes the spin dependence before any separation into radial and angular parts. From (\ref{low}), $X=\boldsymbol\sigma\cdot\mathbf p\,\Phi/(2Mc)$. Inserting this in (\ref{up}), with $u(r)=1/(2M)$,
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf p)\,u\,(\boldsymbol\sigma\cdot\mathbf p)\Phi=(E-V)\Phi . \label{elim}
\end{equation}
The left momentum operator acts on $u$ and on everything to its right. The product rule (\ref{pauli}) gives
\begin{align*}
(\boldsymbol\sigma\cdot\mathbf p)u(\boldsymbol\sigma\cdot\mathbf p)
&=u(\boldsymbol\sigma\cdot\mathbf p)^2-i(\boldsymbol\sigma\cdot\nabla u)(\boldsymbol\sigma\cdot\mathbf p)\\
&=u\,p^2-i\nabla u\cdot\mathbf p+\boldsymbol\sigma\cdot(\nabla u\times\mathbf p).
\end{align*}
The last sign comes from $-i\cdot i=1$. The first two terms combine into $\mathbf p\cdot u\,\mathbf p$. In a spherical potential $\nabla u=u'\mathbf r/r$, so the third term is $(u'/r)\boldsymbol\sigma\cdot\mathbf L$, where
\[
u'=-\frac{M'}{2M^2}=\frac{V'}{4M^2c^2}.
\]
This is the coupling found in (\ref{W}), now as an operator. Without it, spin is a spectator, and each spin component $\Psi$ obeys
\begin{equation}
-\nabla\cdot\left(\frac{1}{2M}\nabla\Psi\right)+V\Psi=E\Psi. \label{scalar}
\end{equation}

Put $\Psi=g(r)Y_{lm}$. Because $M$ depends on $r$ alone, the angular derivatives act on $Y_{lm}$ and give $-l(l+1)$:
\[
-\frac{1}{r^2}\left(r^2\frac{g'}{2M}\right)'+\frac{l(l+1)}{2Mr^2}g+(V-E)g=0 .
\]
The quantity under the outer derivative contains $g'/(2M)=c\phi$. Since $(r^2\phi)'/r^2=\phi'+2\phi/r$, division by $c$ gives (\ref{kh2}), while the definition of $\phi$ is (\ref{kh1}).

Expanding the outer derivative instead gives
\begin{equation}
-\frac{1}{2M}\left[g''+\frac2rg'-\frac{l(l+1)}{r^2}g\right]-\frac{V'}{4M^2c^2}g'+Vg=Eg. \label{second}
\end{equation}
The factor $1/M$ contains the change of mass with velocity, and the $V'g'$ term is of Darwin type. The coupled pair contains the same physics but needs no derivative of $V$, which helps when $V$ is known on a grid. As $c\to\infty$, $M\to1$ and (\ref{second}) becomes the radial Schr\"odinger equation.

\section{What each derivation assumes}

Both routes assume a static potential and $M>0$, and both drop the same operator. They differ in when spherical symmetry is needed and in what they say about the spinor.

The first route needs spherical symmetry from the start, because it works at fixed $\kappa$. In return it keeps the Dirac small component in view: (\ref{f}) shows that $\phi$ is only part of $f$ when $l>0$. The second route can be carried as far as (\ref{scalar}) in a potential of any shape, if the dropped term is taken as $\boldsymbol\sigma\cdot(\nabla u\times\mathbf p)$. Sphericity is then needed to identify this term with $\boldsymbol\sigma\cdot\mathbf L$ and to separate the radial equation.

The first route also permits another reading of the approximation. Average (\ref{exact}) over the two values of $j$ with weights $2j+1$, holding $E$, $g$ and $\phi$ fixed. The weights are $2l$ for $\kappa=l$ and $2l+2$ for $\kappa=-l-1$, so
\begin{align*}
\langle\kappa+1\rangle&=\frac{2l(l+1)-(2l+2)l}{4l+2}=0,\\
\langle(\kappa+1)^2\rangle&=\frac{2l(l+1)^2+(2l+2)l^2}{4l+2}=l(l+1).
\end{align*}
The Koelling-Harmon equation is this averaged equation. Its eigenvalue need not be the average of the Dirac eigenvalues, because each Dirac state has its own $E$ and $g$.

\subsection{First-order effect of the dropped term}

Replace $\kappa+1$ in (\ref{exact}) by a continuous strength $k$, keeping $l$ fixed. Let a dot denote $d/dk$ at $k=0$ along a bound solution. Since $\dot M=\dot E/(2c^2)$,
\begin{align*}
\dot g'&=2Mc\dot\phi+\frac{\dot E}{c}\phi,\\
\dot\phi'&=-\frac2r\dot\phi+B\dot g+\dot B g,
\end{align*}
where $B$ is the bracket in (\ref{kh2}) and
\[
\dot B=-\frac{\dot E}{c}\left[1+\frac{l(l+1)}{4M^2c^2r^2}\right]+\frac{M'}{2M^2cr}.
\]
Now differentiate $r^2(g\dot\phi-\phi\dot g)$. The terms in $2/r$, in $B$ and in $2Mc\phi\dot\phi$ cancel in pairs, leaving
\[
\left[r^2(g\dot\phi-\phi\dot g)\right]'=r^2\left(\dot Bg^2-\frac{\dot E}{c}\phi^2\right).
\]
For a regular bound state the quantity on the left vanishes at both ends. Integrating from $0$ to $\infty$ and multiplying by $c$,
\begin{align}
\dot E&=\frac1N\int_0^\infty\frac{M'}{2M^2r}\,g^2r^2\,dr,\label{slope}\\
N&=\int_0^\infty\left[g^2+\phi^2+\frac{l(l+1)}{4M^2c^2r^2}g^2\right]r^2dr. \label{N}
\end{align}
The third part of $N$ has a direct meaning. Square (\ref{f}) and average over $j$ at fixed $g$ and $\phi$: the cross term vanishes, and the mean of $f^2$ is $\phi^2+l(l+1)g^2/(4M^2c^2r^2)$. Thus $N$ is the $j$-averaged norm of the four-component spinors built from the scalar $g$ and $\phi$ through (\ref{f}). The true Dirac states have their own $E$ and $g$, so their shares of the norm need not average to these values.

\subsection{Error of the scalar level}

Expand the level as $E(k)=E_{\rm KH}+\dot Ek+E_2k^2+\dots$. In the weighted mean the linear term cancels, and the quadratic term contributes $l(l+1)E_2$. The dropped term is of order $c^{-2}$, so its second-order effect is expected at order $c^{-4}$. At that order it is an ordinary second-order energy shift, which is negative for the lowest state of a given $l$. The scalar level should then lie above the weighted Dirac mean. This is an expansion in weak coupling; the example below checks the power of $c$ for a 2p state.

\section{A point charge with $Z=80$}

Take one electron with $V=-Z/r$ and the round value $Z=80$, so that $Z/c=0.584$. Nuclear size, radiative effects and other electrons are left out, so the digits below belong to the point-charge model; a nucleus of realistic size (rms radius about 5.5 fm) would raise 2s by about 0.3 hartree and $2p_{1/2}$ by about 0.03 hartree. The levels, in hartree, are:

\begin{center}
\begin{tabular}{lrrrr}
 & scalar & $j=l-\frac12$ & $j=l+\frac12$ & mean\\
2s & $-904.85$ & & $-904.85$ & $-904.85$\\
2p & $-840.85$ & $-904.85$ & $-817.81$ & $-846.82$\\
3d & $-361.75$ & $-366.14$ & $-358.99$ & $-361.85$
\end{tabular}
\end{center}

The s level agrees with Dirac, as it must. For 2p the weights are in the ratio $1:2$, and the mean is $[-904.85+2(-817.81)]/3=-846.82$. The scalar level, $-840.85$ hartree or $-22.88$ keV, lies 5.97 hartree above it. This is 0.7\% of the magnitude of the mean, but 7\% of the spin-orbit splitting of 87.04 hartree (2.37 keV). At this charge the quadratic term, with $E_2\approx-2.33$ hartree, supplies only about 4.7 of the 5.97 hartree; cubic and higher powers of $k$ supply the rest. For 3d the difference is 0.10 hartree.

The sizes of the terms can be seen at $r=0.05$ bohr, with the 2p scalar energy. There $V=-80/0.05=-1600$ hartree and $V-E=-759.15$ hartree, so
\begin{align*}
M&=1+\frac{759.15}{2(137.036)^2}=1.0202,\\
M'&=-\frac{80/0.05^2}{2(137.036)^2}=-0.852\ \text{bohr}^{-1}.
\end{align*}
The centrifugal term is $2/[2(1.0202)(0.05)^2]=392.1$ hartree. For $\kappa=1$ the dropped term is
\[
W_1=\frac{2(-0.852)}{2(1.0202)^2(0.05)}=-16.4\ \text{hartree},
\]
and for $\kappa=-2$ it is $+8.2$ hartree. With weights $1:2$ they cancel.

The three parts of $N$ in (\ref{N}) contribute 97.76\%, 0.75\% and 1.49\%. The part absent from $\phi^2$ is thus larger here than $\phi^2$ itself. Equation (\ref{slope}) gives $\dot E=-25.091$ hartree, in agreement with a finite difference of computed levels; omitting the third part of $N$ would give $-25.471$. The strengths of the two 2p states are $k=-1$ and $k=2$, so the first-order splitting is $(-1-2)\dot E=75.3$ hartree. It is 14\% below the Dirac value, which measures the higher orders at this charge.

When $c$ is raised from 8 times to 16 times its physical value, a factor of 2, the difference between the scalar 2p level and the Dirac mean falls from $1.277\times10^{-3}$ to $8.02\times10^{-5}$ hartree. The inverse power of $c$ is 3.99, consistent with the expected fourth power.

\section{Failure near a point charge}

Close to the charge the potential dominates $M$, and $M\simeq Z/(2c^2r)$. This holds for $r\ll Z/(2c^2)$, about 0.002 bohr in the example. Let $g$ and $\phi$ both vary as $r^s$. Equations (\ref{kh1}) and (\ref{kh2}) become
\[
sg=\frac Zc\phi,\qquad (s+2)\phi=\left[\frac{l(l+1)c}{Z}-\frac Zc\right]g .
\]
Eliminating $\phi$ gives $s(s+2)=l(l+1)-(Z/c)^2$, and the regular solution has
\begin{equation}
s=-1+\sqrt{1+l(l+1)-(Z/c)^2}. \label{exps}
\end{equation}
In the same region $M'=-M/r$, so the dropped term in (\ref{exact}) is $-(\kappa+1)/(2Mcr^2)$. It has the same radial form as the centrifugal term, and for $l>0$ its ratio to that term is $-(\kappa+1)/[\kappa(\kappa+1)]=-1/\kappa$, with no power of $1/c$. For $p_{1/2}$ it cancels the centrifugal term, and for $p_{3/2}$ it adds half of it. Keeping it replaces $l(l+1)$ in (\ref{exps}) by $\kappa(\kappa+1)-(\kappa+1)=\kappa^2-1$, which gives the Dirac exponent $s=-1+\sqrt{\kappa^2-(Z/c)^2}$.

For $Z=80$ the scalar p function varies as $r^{0.63}$. The Dirac functions vary as $r^{-0.19}$ for $p_{1/2}$ and $r^{0.91}$ for $p_{3/2}$. The scalar function vanishes at the charge, whereas the $p_{1/2}$ function diverges. A good mean energy therefore does not guarantee a good $p_{1/2}$ density at the nucleus, and first-order spin-orbit coupling does not repair it. The energy shift (\ref{slope}) is evaluated with the scalar function itself. The function does change at first order: a strength $k$ replaces $l(l+1)$ in (\ref{exps}) by $l(l+1)-k$, and differentiating $r^{s}$ with respect to $k$ gives a correction that varies as $r^{s}\ln r$. With $s=0.63$ this still vanishes at the charge. The divergence itself belongs to the point charge: inside a finite nucleus the $p_{1/2}$ large component also vanishes at the origin and the density there is carried by a finite small component. The defect remains large, however. For a nucleus of rms radius 5.5 fm, at $r=10^{-4}$ bohr the density $g^2+f^2$, with $f$ built from (\ref{f}), is roughly 200 times too small for the scalar function and roughly 20 times too small after the first-order correction. The numerical check checks the transformation for arbitrary $V$ and $g$, and the levels by direct integration.

\section*{Calculated quantities}
\begin{verbatim}
Z = 80, c = 137.035999 a.u., Z/c = 0.58379
1 hartree = 27.211386 eV
KH levels (hartree):
  1s: -3532.1921
  2s: -904.8478
  2p: -840.8483
  3d: -361.7528
Dirac levels (hartree):
  n=1, kappa=-1: -3532.1921
  n=2, kappa=-1: -904.8478
  n=2, kappa=+1: -904.8478
  n=2, kappa=-2: -817.8075
  n=3, kappa=+2: -366.1427
  n=3, kappa=-3: -358.9868
2p weighted Dirac mean: -846.8209 hartree
  KH minus mean: 5.9727 hartree
3d weighted Dirac mean: -361.8492 hartree
  KH minus mean: 0.0964 hartree
2p nonrelativistic level: -800.0000 hartree
2p KH level: -22.8806 keV
2p terms at r = 0.05 bohr:
  V = -1600.00 hartree, V-E = -759.152 hartree
  M = 1.020213, M' = -0.85202 per bohr
  l(l+1)/(2Mr^2) = 392.075 hartree
  dropped, kappa=+1: -16.3719 hartree
  dropped, kappa=-2: 8.1859 hartree
2p norm fractions:
  g^2: 0.977612
  phi^2: 0.007497
  l(l+1) part: 0.014891
2p dE/dk, integral: -25.09129 hartree
2p dE/dk, finite difference: -25.09132 hartree
2p dE/dk without l(l+1) norm part: -25.47058 hartree
2p splitting, first order: 75.2739 hartree
2p splitting, Dirac: 87.0403 hartree
2p splitting, Dirac: 2.3685 keV
origin exponent of g, KH p: 0.6307
origin exponent of g, p1/2: -0.1881, p3/2: 0.9129
KH minus mean, c times 8: 1.2767e-03 hartree
KH minus mean, c times 16: 8.0178e-05 hartree
observed inverse power of c: 3.993
false shortcut, kappa=-2, c infinite: -1422.222 hartree
\end{verbatim}
